\section*{Why one attenuation length is not the 95 percent information depth}

\section{A signal from an uncertain depth}

X rays strike a flat solid and release electrons from a chosen atomic level. Some of these electrons reach the vacuum without losing energy and are counted in a sharp peak. Others lose energy on the way and leave the peak. Since electrons starting deeper are more likely to suffer a loss, the peak reports mainly on the region near the surface. How thick is that region?

A tempting answer uses the attenuation length $\lambda$. If electrons typically travel a distance $\lambda$ before they are lost, then the outermost thickness $\lambda$ ought to supply nearly all of the peak. On this view $\lambda$ is the 95 percent information depth, and anything buried deeper is practically invisible.

The belief contains some truth. The length $\lambda$ does set the scale of the sampled region, and in a uniform solid more than half of the signal comes from within it. For electrons collected along the surface normal, it is even the mean depth from which they come. But a mean depth is not a depth that encloses nearly everything. For normal emission from a uniform solid with exponential attenuation, one attenuation length supplies 63 percent of the signal, and three are needed for 95 percent.

\section{Where the exponential comes from}

Let $z$ be the depth below the surface, with $z=0$ at the surface and $z>0$ in the solid. Atomic units are used in the algebra, so $\hbar=m_e=1$. The detector first accepts electrons leaving along the surface normal. Their wave number parallel to the surface is zero, which leaves a one-dimensional problem in $z$.

Let $E$ be the kinetic energy inside the solid. Energy losses remove electrons from the peak, and a constant potential $-iW$, with $W>0$, represents this removal. To see what $W$ does, write the time-dependent equation and its complex conjugate in the solid:
\begin{align}
i\,\partial_t\psi&=-\tfrac12\partial_z^2\psi-iW\psi,\\
-i\,\partial_t\psi^*&=-\tfrac12\partial_z^2\psi^*+iW\psi^*.
\end{align}
Multiply the first by $\psi^*$ and the second by $\psi$, then subtract. The left side becomes $i\,\partial_t|\psi|^2$, and the two absorption terms add:
\begin{equation}
i\,\partial_t|\psi|^2=-\tfrac12\partial_z\left(\psi^*\partial_z\psi-\psi\,\partial_z\psi^*\right)-2iW|\psi|^2 .
\end{equation}
Division by $i$ gives
\begin{equation}
\partial_t|\psi|^2+\partial_z j=-2W|\psi|^2,\qquad
j=\frac{1}{2i}\left(\psi^*\partial_z\psi-\psi\,\partial_z\psi^*\right).
\end{equation}
Probability therefore leaves the no-loss channel at the rate $2W$. The electrons still exist, but they no longer belong to the peak.

At fixed energy, a wave that has travelled a distance $s$ has the form $e^{iks}$. Substitution into the stationary equation gives $k^2/2-iW=E$, or
\begin{equation}
k^2=2(E+iW).
\end{equation}
Write $k=p+i\kappa$, with $p$ and $\kappa$ positive so that the wave decays along its direction of travel. Since $k^2=p^2-\kappa^2+2ip\kappa$, the real and imaginary parts give
\begin{equation}
p^2-\kappa^2=2E,\qquad p\kappa=W.
\end{equation}
The intensity is $|e^{iks}|^2=e^{-2\kappa s}$. The attenuation length is the distance over which it falls by a factor $e$:
\begin{equation}
\lambda=\frac{1}{2\kappa}=\frac{p}{2W}.
\label{eq:lambda}
\end{equation}
To find $p$, put $\kappa=W/p$ into the first condition and multiply by $p^2$. This gives $p^4-2Ep^2-W^2=0$, whose positive root is
\begin{equation}
p^2=E+\sqrt{E^2+W^2}.
\end{equation}
For $W\ll E$ this becomes $p\simeq\sqrt{2E}$, the speed of the electron in atomic units. Then $\lambda\simeq\sqrt{2E}/(2W)$, which is speed divided by loss rate.

The surface itself must not be forgotten, because the potential step there reflects part of the wave. An emitter at depth $z$ sends a wave of amplitude $A$ towards the surface, where it arrives as $Ae^{ikz}$. The wave equation is linear, so the transmitted amplitude is $TAe^{ikz}$, with $T$ independent of $z$. The reflected wave travels into a semi-infinite uniform solid and meets no further interface that could send it back. The detected intensity is thus proportional to $|TA|^2e^{-z/\lambda}$. Reflection changes the total signal, but not the share contributed by each depth.

This model leaves out elastic deflection. Its attenuation length is therefore the same as its mean free path for energy loss. In a real solid, deflected electrons follow longer, bent paths, and the depth law need not be a single exponential. The percentages below belong to the exponential law and to a narrow detector acceptance. At normal emission deflection shortens the sampled depth, so if $\lambda$ is taken as the mean free path for energy loss of a real solid, the outer layers supply more than these percentages.

\section{The share supplied by the outer layer}

Let the emitters have uniform density and be equally excited at all depths that matter. Let them also emit with equal strength towards the detector. Each emission leaves a hole on its own atom, so emissions from different atoms lead to distinguishable final states. Intensities, not amplitudes, are added.

A slice of thickness $dz$ then contributes $dI=Ce^{-z/\lambda}dz$, where $C$ collects the depth-independent factors. The region from the surface to depth $d$ supplies
\begin{align}
I(0,d)&=C\int_0^d e^{-z/\lambda}\,dz
=C\left[-\lambda e^{-z/\lambda}\right]_0^d\\
&=C\lambda\left(1-e^{-d/\lambda}\right).
\end{align}
Letting $d\to\infty$ gives the full signal $C\lambda$. The share of the outer layer is their ratio,
\begin{equation}
F(d)=1-e^{-d/\lambda}.
\label{eq:share}
\end{equation}
The constant $C$ has cancelled, and with it the surface transmission. For one, two and three attenuation lengths,
\begin{align}
F(\lambda)&=1-e^{-1}=63.21\%,\\
F(2\lambda)&=1-e^{-2}=86.47\%,\\
F(3\lambda)&=1-e^{-3}=95.02\%.
\end{align}
The second layer of thickness $\lambda$ adds 23.25 percent of the total, and the third adds 8.55 percent. Each such layer supplies $1/e$ times as much as the one above it. Stopping after the first leaves out 36.79 percent of the signal.

The depth that supplies a chosen share $P$ follows from $P=1-e^{-d/\lambda}$. Rearrangement gives $e^{-d/\lambda}=1-P$, and taking the logarithm gives
\begin{equation}
d_P=-\lambda\ln(1-P).
\end{equation}
For $P=0.95$ this is
\begin{equation}
d_{95}=-\lambda\ln(0.05)=\lambda\ln20=2.9957\,\lambda.
\end{equation}
Three attenuation lengths are a rounded form of this result.

Two limits help in reading $F$. For $d\ll\lambda$, expansion gives $F\simeq d/\lambda$: attenuation within the layer hardly matters, and the share grows in proportion to thickness. If that initial slope continued, the whole signal would be exhausted at $d=\lambda$. It does not continue, because deeper slices contribute less. For $d\gg\lambda$, the missing share $e^{-d/\lambda}$ becomes small but does not vanish at any finite depth. An information depth therefore needs a stated percentage.

\section{What the attenuation length does tell us}

The normalized distribution of depths from which detected electrons come is $e^{-z/\lambda}/\lambda$. Its mean follows by integration by parts:
\begin{align}
\langle z\rangle&=\frac1\lambda\int_0^\infty z\,e^{-z/\lambda}\,dz\\
&=\left[-z e^{-z/\lambda}\right]_0^\infty+\int_0^\infty e^{-z/\lambda}\,dz
=0+\lambda=\lambda.
\end{align}
This is the sound idea behind the belief. The typical depth is indeed of order $\lambda$, but the distribution has a long tail. Half the signal comes from above $d_{50}=\lambda\ln2$, which is less than the mean because the tail pulls the mean deeper.

There is a second source of confusion. The factor $e^{-d/\lambda}$ answers two different questions. It gives the signal of an emitter at depth $d$ relative to an equal emitter just below the surface. It also gives the share of the total signal that comes from below $d$, since $1-F(d)=e^{-d/\lambda}$. The two agree because integrating an exponential tail returns the same exponential. Neither reading makes the signal at depth $\lambda$ negligible: the factor there is still 37 percent.

\section{Numbers for a model solid}

Take an inside kinetic energy of 1000 eV, an absorption strength $W=2$ eV and a surface step of 10 eV. These are round model parameters, not those of a named material. In atomic units $p=8.5731$ and $W=0.073499$, so equation~\eqref{eq:lambda} gives
\begin{equation}
\lambda=\frac{8.5731}{2(0.073499)}=58.32\ \text{bohr}=30.86\ \text{\AA}.
\end{equation}
With $\lambda$ kept unrounded, the 95 percent depth is $\lambda\ln20=92.46$ \AA. Three attenuation lengths are 92.59 \AA. The belief would have stopped at 30.86 \AA.

An independent calculation solves the wave equation on a grid, with absorption and the surface step present but no exponential depth law put in. It uses reciprocity: the grid equations form a symmetric matrix, whose inverse is also symmetric, so source and detector may be exchanged. One source at the detector thus gives the response to every depth. Sources placed directly at three depths test this exchange.

The summed intensities give 63.22, 86.47 and 95.02 percent within one, two and three attenuation lengths. The 95 percent depth comes out as 92.43 \AA, about 0.02 percent below the formula value when neither is rounded, a shift caused by the grid spacing. The mean depth is 30.86 \AA\ and the median 21.39 \AA, in agreement with $\lambda$ and $\lambda\ln2$. In the numerical output $\lambda$ is written as L.

\section{When the percentages change}

\subsection{Oblique emission}

Let $\theta$ be the emission angle inside the solid, measured from the normal. The parallel wave number $\sqrt{2E}\sin\theta$ is conserved at a flat surface and is real, since the wave in vacuum does not decay along the surface. The normal component inside obeys
\begin{align}
k_z^2&=2(E+iW)-2E\sin^2\theta\\
&=2(E\cos^2\theta+iW).
\end{align}
This is the earlier equation with $E$ replaced by $E\cos^2\theta$. For $W\ll E\cos^2\theta$, the real part of $k_z$ is close to $\sqrt{2E}\cos\theta$, and the decay length in depth is
\begin{equation}
\lambda_z\simeq\frac{\sqrt{2E}\cos\theta}{2W}\simeq\lambda\cos\theta.
\end{equation}
In terms of paths, an electron from depth $z$ must travel $z/\cos\theta$. The approximation requires $E\cos^2\theta$ to be large compared with $W$. Escape into the vacuum also requires $E\cos^2\theta$ to exceed the surface step.

At $\theta=60^\circ$, $\cos\theta=1/2$. A depth $\lambda$ is then two decay lengths and supplies 86.47 percent. The wave calculation places the 95 percent depth at 46.23 \AA, half the formula value for normal emission. Refraction at the step makes the angle in vacuum slightly larger, $60.5^\circ$.

One attenuation length can even become the 95 percent depth if $\lambda=\lambda\cos\theta\ln20$, that is, if $\cos\theta=1/\ln20\simeq1/3$. The belief then gives the right number because of the chosen angle, not because of what $\lambda$ means.

\subsection{Emitters that are not uniform}

The share also depends on where the emitters are. Suppose that their density grows in proportion to $z$, while the absorption stays uniform. Integration by parts gives
\begin{align}
\int_0^d z e^{-z/\lambda}\,dz
&=-\lambda d\,e^{-d/\lambda}+\lambda\int_0^d e^{-z/\lambda}\,dz\\
&=\lambda^2\left[1-\left(1+\frac d\lambda\right)e^{-d/\lambda}\right].
\end{align}
The full integral is $\lambda^2$, so the share within $d$ is the square bracket. At $d=\lambda$ it equals $1-2/e=26.42$ percent; the wave calculation gives 26.43 percent, the last digit being shifted by the grid spacing. The electrons are attenuated just as before, but fewer of them start near the surface.

The opposite case is a film of thickness $t$ that contains all the emitters, on a base with the same absorption. For $d\le t$, the total in the denominator is now the integral from $0$ to $t$, and the share is
\begin{equation}
F_t(d)=\frac{1-e^{-d/\lambda}}{1-e^{-t/\lambda}}.
\end{equation}
If $t=\lambda$, one attenuation length supplies the whole signal, simply because there are no emitters below it. For $t\gg\lambda$ the denominator tends to one and equation~\eqref{eq:share} returns.

\section{The error in a film thickness}

The distinction matters when a film is measured through the weakening of the substrate peak. Let the film have thickness $t$ and attenuation length $\lambda$, and let the substrate have attenuation length $\lambda_s$ at the same electron energy. For normal emission, an electron from depth $z>t$ crosses $z-t$ of substrate and $t$ of film. If reflection at the buried interface is negligible and the surface transmission is the same with and without the film, then
\begin{align}
I_{\text{covered}}&=C\int_t^\infty e^{-(z-t)/\lambda_s}e^{-t/\lambda}\,dz
=C\lambda_s e^{-t/\lambda},\\
I_{\text{bare}}&=C\int_0^\infty e^{-z/\lambda_s}\,dz=C\lambda_s.
\end{align}
The substrate's own attenuation length cancels from the ratio:
\begin{equation}
R=\frac{I_{\text{covered}}}{I_{\text{bare}}}=e^{-t/\lambda},
\qquad t=\lambda\ln\frac1R.
\label{eq:film}
\end{equation}
This formula, like the rest of the model, leaves out elastic deflection. For a real film, $\lambda$ must be replaced by an effective length that allows for deflection and suits the film thickness and the emission angle. Within the model, a film of thickness $\lambda$ leaves 37 percent of the substrate peak. Taking $\lambda$ for the 95 percent depth would instead require it to leave 5 percent. That amounts to using a decay length $\ell$ with $e^{-\lambda/\ell}=0.05$, hence $\ell=\lambda/\ln20$. The inferred thickness becomes
\begin{equation}
t_{\text{wrong}}=\ell\ln\frac1R=\frac{t}{\ln20}.
\end{equation}

Now place a 40 \AA\ film with $W=2$ eV on a substrate with $W=3$ eV. The wave calculation, in which only $W$ changes at the interface, gives $R=0.2735$; the exponential formula gives 0.2736. The difference in the last digit comes from the grid spacing, not from reflection at the interface. Inverting the calculated ratio with equation~\eqref{eq:film},
\begin{equation}
t=30.86\,\ln\frac{1}{0.2735}\ \text{\AA}=40.0\ \text{\AA}.
\end{equation}
The mistaken reading gives
\begin{equation}
t_{\text{wrong}}=\frac{40.0}{2.9957}\ \text{\AA}=13.4\ \text{\AA}.
\end{equation}
It misses about two thirds of the true thickness. No refinement of the peak measurement would cure this, because the error lies in the decay length.

Even with the right formula, thick films become hard to measure. Differentiating $t=-\lambda\ln R$ gives $\delta t=-\lambda\,\delta R/R$. For a fixed uncertainty in $R$, the uncertainty in $t$ grows as $1/R=e^{t/\lambda}$. At $t=3\lambda$ about 5 percent of the substrate peak remains. Whether that is enough depends on the noise and background of the measurement; the substrate does not disappear at a sharp boundary, either at one attenuation length or at three.

\section*{Computed results}
\begin{verbatim}
Kinetic energy inside the solid: 1000 eV
Absorption strength W of solid and film: 2.0 eV
Surface potential step: 10.0 eV
Kinetic energy: 36.7493 hartree
Absorption strength W: 0.073499 hartree
Real part of wave number: 8.5731 1/bohr
Attenuation length, formula: 58.322 bohr
Attenuation length, formula: 30.86 angstrom
Attenuation length, wave equation: 30.86 angstrom
Share within 1 L, formula: 63.21 percent
Share within 1 L, wave: 63.22 percent
Share within 2 L, formula: 86.47 percent
Share within 2 L, wave: 86.47 percent
Share within 3 L, formula: 95.02 percent
Share within 3 L, wave: 95.02 percent
95 percent depth divided by L, formula: 2.9957
95 percent depth, formula: 92.46 angstrom
95 percent depth, wave: 92.43 angstrom
Three attenuation lengths: 92.59 angstrom
Mean depth of origin, wave: 30.86 angstrom
Median depth of origin, wave: 21.39 angstrom
Oblique angle inside: 60.0 degrees
Oblique angle in vacuum: 60.5 degrees
Oblique share within L, wave: 86.47 percent
Oblique 95 percent depth, wave: 46.23 angstrom
Graded solid, share within L, wave: 26.43 percent
Film thickness put in: 40.0 angstrom
Substrate absorption strength: 3.0 eV
Covered/bare substrate signal, wave: 0.2735
Covered/bare substrate signal, formula: 0.2736
Film thickness recovered: 40.01 angstrom
Thickness by misconception: 13.36 angstrom
\end{verbatim}
